# Defect diffusion under rapid charge exchange and its apparent activation energy

## Theorem

A defect has charge states $q$ with formation energies $F_q=E_q+q\mu$, migration barriers $M_q$ and degeneracies $g_q$. The Fermi level $\mu$ is measured from the valence-band edge, and $\beta=1/kT$. Define

$$p_q=\frac{g_qe^{-\beta F_q}}{Z},\qquad Z=\sum_q g_qe^{-\beta F_q},\qquad D_q=a^2\nu e^{-\beta M_q}.$$

Under assumptions 1–4 below, a long-wavelength concentration profile in uniform material relaxes with the diffusivity

$$\bar D=\sum_q p_qD_q. \tag{1}$$

With $w_q=p_qD_q/\bar D$, the share of the diffusivity carried by state $q$, the apparent activation energy is

$$E_{\rm app}\equiv-\frac{d\ln\bar D}{d\beta}=\langle M+E+q\mu^*\rangle_w-\langle E+q\mu^*\rangle_p,\qquad \mu^*=\frac{d(\beta\mu)}{d\beta}. \tag{2}$$

The brackets are averages with weights $w_q$ or $p_q$. The derivative follows the path that $\mu$ takes on heating; if $\mu$ is held fixed, $\mu^*=\mu$.

**Assumptions.**

1. The defects are dilute and do not disturb the carrier bath.
2. All charge states occupy the same simple cubic lattice of sites, with spacing $a$. A defect in state $q$ hops to each of its six neighbours at the rate $\Gamma_q=\nu e^{-\beta M_q}$, without memory and without changing charge.
3. Charge exchange happens on a site, connects all charge states and obeys detailed balance.
4. $E_q$, $M_q$, $\nu$, $a$ and the gap do not depend on temperature.

"Rapid" exchange means rapid compared with diffusion across the profile. Lemma 1 makes this quantitative; exchange need not be faster than single hops.

## Lemma 1: the slow mode

Let $K_{q'q}$ be the exchange rate from $q$ to $q'$, with diagonal elements chosen so that each column of $K$ sums to zero. Detailed balance, $K_{q'q}p_q=K_{qq'}p_{q'}$, gives $Kp=0$.

For a plane wave of wavenumber $k$ along a cubic axis, the two neighbours on that axis contribute $\Gamma_q(e^{ika}+e^{-ika}-2)$ and the other four contribute nothing. Hence

$$\frac{dc}{dt}=(K-\kappa^2\Delta)c,\qquad \Delta={\rm diag}(D_q),\qquad \kappa^2=\frac{2(1-\cos ka)}{a^2},$$

with $D_q=a^2\Gamma_q$. At long wavelength $\kappa^2\to k^2$. For a wave in any other direction, $\kappa^2$ is the sum of such terms over the three axes, each with its own component of the wavevector. The limit is the same, and so is the argument below.

**Claim.** The slowest decay rate is

$$\Lambda=\bar D\kappa^2-C\kappa^4+O(\kappa^6),\qquad C\ge0. \tag{3}$$

**Proof.** Multiplying $K$ by $p_{q'}^{-1/2}$ on the left and $p_q^{1/2}$ on the right makes it symmetric, by detailed balance. Its eigenvalues are therefore real. One is zero; the others are negative because exchange connects all states. The zero eigenvalue is isolated and can be followed in powers of $\kappa^2$.

Write the mode as $v=p+\kappa^2u+\kappa^4s+\dots$, normalized by $\sum_qv_q=1$, and the rate as $\Lambda=\Lambda_1\kappa^2+\Lambda_2\kappa^4+\dots$. The equation $(K-\kappa^2\Delta)v=-\Lambda v$ gives

$$Ku-\Delta p=-\Lambda_1p,\qquad Ks-\Delta u=-\Lambda_1u-\Lambda_2p.$$

Sum each equation over charge states. The terms with $K$ vanish because its columns sum to zero, and $\sum_q u_q=0$ by normalization. Thus

$$\Lambda_1=\sum_qD_qp_q=\bar D,\qquad \Lambda_2=\sum_qD_qu_q=\sum_q(D_q-\bar D)u_q.$$

The first equation also reads $(D_q-\bar D)p_q=(Ku)_q$, so $\Lambda_2=\sum_qu_q(Ku)_q/p_q$. With $u_q=p_q^{1/2}z_q$ this is the quadratic form of the symmetrized $K$ in $z$, which has no positive eigenvalue. Hence $\Lambda_2\le0$ and $C=-\Lambda_2\ge0$ for any exchange allowed by assumption 3.

To find $\Lambda_2$ explicitly, let the charge change by one unit at a time, so that the states form a chain $i=1,\dots,m$. Put $u_i=p_iy_i$, and let $J_i=K_{i+1,i}p_i=K_{i,i+1}p_{i+1}$ be the equilibrium exchange flux across link $i$. The first equation, $(Ku)_i=(D_i-\bar D)p_i$, becomes

$$J_i(y_{i+1}-y_i)-J_{i-1}(y_i-y_{i-1})=(D_i-\bar D)p_i,\qquad J_0=J_m=0.$$

Adding the equations from $1$ to $i$ cancels the interior fluxes:

$$J_i(y_{i+1}-y_i)=S_i,\qquad S_i=\sum_{j\le i}p_j(D_j-\bar D).$$

Since $S_0=S_m=0$, summation by parts gives

$$\Lambda_2=\sum_i(S_i-S_{i-1})y_i=-\sum_{i=1}^{m-1}S_i(y_{i+1}-y_i)=-\sum_{i=1}^{m-1}\frac{S_i^2}{J_i}\equiv-C. \qquad\square$$

Define the exchange length by $\ell^2=C/\bar D$. The decay rate is then $\bar D\kappa^2(1-\kappa^2\ell^2+\dots)$, and the leading correction relative to $\bar D\kappa^2$ is $-\kappa^2\ell^2$. A sufficient condition for the expansion is $\kappa^2\max D_q\ll\gamma$, where $\gamma$ is the smallest nonzero relaxation rate of $K$. Small $\kappa\ell$ alone is not enough. A rare, immobile state that exchanges slowly adds little to $\ell$, yet once $\bar D\kappa^2$ exceeds its escape rate, that rate becomes the slowest one, though with small amplitude. After a time of several $1/\gamma$ the other modes have died out. This proves (1).

In the opposite limit, $K\to0$, each charge state decays by itself. A profile started with equilibrium populations then has the amplitude $\sum_qp_qe^{-D_q\kappa^2t}$. Its initial slope is still $-\bar D\kappa^2$, but unless the $D_q$ coincide it is not a single exponential.

## Lemma 2: the mean square displacement

Start defects at the origin with populations $p_q$. Then, for any exchange rate obeying detailed balance,

$$\langle x^2\rangle=2\bar Dt\quad\text{at all }t\ge0. \tag{4}$$

**Proof.** An exchange event leaves $x$ unchanged. Hops in state $q$ change the mean of $x^2$ at the rate $\Gamma_q[(x+a)^2+(x-a)^2-2x^2]=2a^2\Gamma_q=2D_q$. Exchange and hopping both preserve the total populations $p_q$, so $d\langle x^2\rangle/dt=2\sum_qp_qD_q$. Integration gives (4). $\square$

For defects that start with equilibrium populations, the mean square displacement therefore cannot show whether exchange has been rapid; the shape of the distribution can. With other starting populations, the mean square displacement generally depends on the exchange rate as well. At late times the logarithm of the Fourier transform of the distribution is $-\Lambda t$ plus terms that do not grow with time. Using $\kappa^2=k^2-a^2k^4/12+\dots$ in (3),

$$-\Lambda t=-\bar Dt\,k^2+\left(C+\frac{\bar Da^2}{12}\right)t\,k^4+\dots$$

The coefficient of $k^4$ is the fourth cumulant divided by $24$. Dividing that cumulant by $\langle x^2\rangle^2=4\bar D^2t^2$ gives the excess kurtosis,

$$\frac{24Ct+2\bar Da^2t}{4\bar D^2t^2}=\frac{6\ell^2+a^2/2}{\bar Dt}, \tag{5}$$

to leading order in $1/t$. At times long compared with $1/\gamma$ every cumulant grows at most linearly in $t$, so the cumulant of order $n>2$, divided by $\langle x^2\rangle^{n/2}$, falls at least as fast as $t^{1-n/2}$. The profile therefore becomes Gaussian at late times. Its excess kurtosis is small once $\bar Dt$ is large compared with both $\ell^2$ and $a^2$.

## Proof of the activation energy

Written out, (1) is a ratio of two sums:

$$\ln\bar D=\ln(a^2\nu)+\ln\sum_qg_qe^{-\beta(M_q+E_q)-q\beta\mu}-\ln\sum_qg_qe^{-\beta E_q-q\beta\mu}.$$

The normalized weights of the first sum are $w_q$, and those of the second are $p_q$. On differentiation, $\beta\mu$ contributes $\mu^*$, so

$$\frac{d\ln\bar D}{d\beta}=-\langle M+E+q\mu^*\rangle_w+\langle E+q\mu^*\rangle_p.$$

Changing the sign gives (2). $\square$

**Heating paths.** Let the carriers be nondegenerate, in parabolic bands. At fixed hole density $n_h=N_ve^{-\beta\mu}$, with $N_v\propto\beta^{-3/2}$, we have $\beta\mu=\ln N_v-\ln n_h$ and hence $\mu^*=-\tfrac32kT$. At fixed electron density $n_e=N_ce^{-\beta(E_g-\mu)}$, we have $\beta\mu=\beta E_g+\ln n_e-\ln N_c$ and hence $\mu^*=E_g+\tfrac32kT$. Subtracting the fixed-$\mu$ form of (2) at the same state gives

$$E_{\rm app}^{\rm path}-E_{\rm app}^{\mu}=(\mu^*-\mu)\left(\langle q\rangle_w-\langle q\rangle_p\right). \tag{6}$$

The path matters when the charge that carries the diffusion differs, on average, from the charge in which the defects spend their time.

**Mediated transport.** If diffusion needs a defect that must itself form thermally, the relevant product is $Z\bar D$, since $Z$ is the equilibrium defect fraction per site in the dilute limit. The denominator of $\bar D$ cancels, and the activation energy at fixed $\mu$ is $\langle M+F\rangle_w$. Equation (2) instead describes defects already present.

## Corollary: dependence on the Fermi level

At fixed $\beta$, differentiating the two sums with respect to $\mu$ gives

$$\frac{\partial\ln\bar D}{\partial\mu}=-\beta\left(\langle q\rangle_w-\langle q\rangle_p\right).$$

For the fixed-$\mu$ activation energy, exchange the order of the derivatives:

$$\frac{\partial E_{\rm app}}{\partial\mu}=-\frac{\partial}{\partial\beta}\frac{\partial\ln\bar D}{\partial\mu}=\frac{\partial}{\partial\beta}\left[\beta\left(\langle q\rangle_w-\langle q\rangle_p\right)\right].$$

Since $w_q\propto g_qe^{-\beta(M_q+F_q)}$, we have $\partial_\beta\langle q\rangle_w=-{\rm cov}_w(q,M+F)$. Likewise $\partial_\beta\langle q\rangle_p=-{\rm cov}_p(q,F)$. Therefore

$$\frac{\partial E_{\rm app}}{\partial\mu}=\langle q\rangle_w-\langle q\rangle_p-\beta\left[{\rm cov}_w(q,M+F)-{\rm cov}_p(q,F)\right]. \tag{7}$$

As $T\to0$ at fixed $\mu$, each average selects its lowest energy:

$$E_{\rm app}\to\min_q(M_q+F_q)-\min_qF_q. \tag{8}$$

Away from level crossings, let state $W$ minimize $M+F$ and state $P$ minimize $F$. The limiting slope in $\mu$ is the integer $q_W-q_P$. If the most populated state also carries the diffusion, the activation energy is its barrier, independent of $\mu$. If a minority state carries it, the cost of reaching that state is added, and this cost moves with $\mu$.

## Remark: a built-in field

Suppose $\mu$ varies slowly in space while the electron Fermi level is uniform. Let $\phi$ be the potential energy of a unit positive charge. The band edges shift by $-\phi$, so $\nabla\mu=\nabla\phi$. With the Einstein relation for each state, $J_q=-D_q(\nabla c_q+\beta qc_q\nabla\mu)$.

Rapid exchange sets $c_q=p_q(\mu)c$. With $\bar q=\sum_qp_qq$, differentiating $p_q$ gives $\nabla p_q=-\beta(q-\bar q)p_q\nabla\mu$. The terms in $q$ cancel:

$$\nabla c_q+\beta qc_q\nabla\mu=p_q\left(\nabla c+\beta\bar qc\nabla\mu\right),\qquad J=-\bar D\left(\nabla c+\beta\bar qc\nabla\mu\right).$$

At uniform total concentration the flux thus involves the population-averaged charge, although a minority state may carry it. This term is not the velocity of the defects, because $\bar D$ varies in space. Integrating $J$ over a narrow packet gives the centroid velocity $\nabla\bar D-\beta\bar D\bar q\nabla\mu=-\beta\bar D\langle q\rangle_w\nabla\mu$, by the corollary above. Each state drifts with its own charge while it moves. In an applied field at uniform $\mu$, the flux itself involves $\langle q\rangle_w$. The flux vanishes for $c\propto Z$, as equilibrium requires.

## Remark: when the average fails

Assumption 2 is essential. Let two charge states prefer different sites, alternating along a line with spacing $a/2$. Let the switching rates be $k_1$ and $k_2$, with either neighbour equally likely, and let there be no ordinary hops. Then $\bar D=0$, yet each switch moves the defect. For a plane wave the generator is

$$\begin{pmatrix}-k_1&k_2\cos(ka/2)\\k_1\cos(ka/2)&-k_2\end{pmatrix}.$$

Its two decay rates have the sum $k_1+k_2$ and the product $k_1k_2\sin^2(ka/2)\approx k_1k_2k^2a^2/4$. At small $k$ the slow rate is the product divided by the sum, so

$$D=\frac{a^2k_1k_2}{4(k_1+k_2)}.$$

Here exchange is itself a transport step.

## Worked example

The model defect has charges $+1,0,-1$, with $E=(1.7,2.0,2.9)$ eV, $M=(0.5,1.0,0.6)$ eV and $g=(1,2,1)$. The gap is 1.2 eV, $a=0.25$ nm and $\nu=10^{13}$ s$^{-1}$. At 600 K, $kT=0.0517$ eV. These are round parameters, not those of a material.

**Low-temperature map.** The energies $M+F$ are $2.2+\mu$, $3.0$ and $3.5-\mu$ (in eV). The charged states cross at $\mu=0.65$ eV, below the neutral value. The lowest $F$ changes from $+1$ to $0$ at 0.3 eV and from $0$ to $-1$ at 0.9 eV. Equation (8) therefore gives, in eV,

- $0.5$ for $\mu<0.3$;
- $\mu+0.2$ for $0.3<\mu<0.65$;
- $1.5-\mu$ for $0.65<\mu<0.9$;
- $0.6$ for $\mu>0.9$.

The neutral state dominates the population between 0.3 and 0.9 eV but never dominates the diffusion in this limit.

**At 600 K and $\mu=0.45$ eV.** The populations are $p_+=0.0267$, $p_0=0.973$ and $p_-=8.1\times10^{-5}$. The positive state, with $D_+=3.945\times10^{-7}$ cm$^2$/s, contributes

$$0.02674\times3.945\times10^{-7}=1.055\times10^{-8}\ {\rm cm^2/s}$$

of the total $\bar D=1.058\times10^{-8}$ cm$^2$/s. A state holding 2.7% of the defects carries 99.7% of the diffusivity. With $\langle M+F\rangle_w=2.651$ eV and

$$\langle F\rangle_p=2.0+0.0267(0.15)+8.1\times10^{-5}(0.45)=2.004\ {\rm eV},$$

the fixed-$\mu$ activation energy is $0.647$ eV. The value 2.651 eV is itself the activation energy of mediated transport at fixed $\mu$.

At fixed hole density, $\mu^*=-0.0776$ eV. The mean charges are $\langle q\rangle_w=0.9969$ and $\langle q\rangle_p=0.0267$, so (6) gives

$$E_{\rm app}=0.647+(-0.0776-0.45)(0.970)=0.135\ {\rm eV}.$$

The same defect at the same temperature thus has an apparent activation energy of 0.647 or 0.135 eV, depending on the heating path. A real sample fixes the doping rather than the hole density; with free-electron masses in both bands, thermally generated pairs raise the second value to 0.139 eV. At fixed hole density $\mu$ rises from 0.424 eV at 570 K to 0.476 eV at 630 K. This raises the cost of the mobile positive state and offsets much of the thermal gain.

**Finite-temperature slopes.** At $\mu=0.60$ eV the slope of $E_{\rm app}$ is 1.225, larger than the integer 1. In (7) the mean-charge difference is 0.721. The covariance under $w$ is $-0.026$ eV, which adds about 0.504 after multiplication by $-\beta$; the covariance under $p$ vanishes because $F_+=F_-$ and $p_+=p_-$. At this $\mu$ the excess over 1 thus arises because several charge states share the diffusivity; if the positive state carried all of it, the covariance under $w$ would vanish and the slope would be 1. Elsewhere the covariance under $p$ can also lift the slope above 1. At $\mu=0.45$ eV the slope is 1.067 although $w_+=0.997$, and that covariance supplies about 0.075. At $\mu=0.15$ eV, $E_{\rm app}=0.485$ eV lies below the barrier of 0.5 eV. Here heating transfers defects from the mobile positive state to the neutral one, and the correction is $-p_0(F_0-F_+)=-0.099\times0.15=-0.015$ eV.

**How rapid is rapid?** Take $\mu=0.45$ eV and a valence band with the free-electron mass, which gives a hole density of $1.18\times10^{16}$ cm$^{-3}$. Let both hole-capture steps, $-1\to0$ and $0\to+1$, have the coefficient $10^{-10}$ cm$^3$/s; detailed balance fixes the reverse rates. The positive state then becomes neutral at $4.29\times10^7$ s$^{-1}$ and hops to each neighbour at $6.31\times10^8$ s$^{-1}$. It makes on average $6\times6.31\times10^8/(4.29\times10^7)\approx88$ hops per visit. The positive state exchanges charge more slowly than it hops, yet $\ell$ is only 0.93 nm. Both numbers depend on the small capture coefficient chosen; with $10^{-8}$ cm$^3$/s there are 0.88 hops per visit and $\ell=0.093$ nm. At $\kappa\ell=0.1$ the decay rate is $0.990\,\bar D\kappa^2$, in agreement with $1-\kappa^2\ell^2$. At $\kappa\ell=1$ the factor is 0.497, and $\bar D$ no longer describes the decay.

At $\kappa\ell=0.1$ and $\bar D\kappa^2t=1$, the remaining amplitude is 0.372 with exchange, close to $e^{-1}$, but 0.971 with frozen charges, because the neutral majority hardly moves. The lattice walk confirms (4) at both 7.9 ns and 82 µs, while its excess kurtosis falls from 101 to 0.060. Equation (5) also gives 0.060 at the later time. The numerical output lists the other Fermi levels and the fixed-electron-density case.

## Values computed for the example and the checks

```
temperature 600 K; kT = 0.05170 eV; gap 1.20 eV
jump length 0.25 nm; attempt frequency 1.0e+13 1/s
prefactor a^2 nu = 6.250e-03 cm^2/s
charge +1: E = 1.70 eV, M = 0.50 eV, g = 1, D = 3.945e-07 cm^2/s
charge  0: E = 2.00 eV, M = 1.00 eV, g = 2, D = 2.490e-11 cm^2/s
charge -1: E = 2.90 eV, M = 0.60 eV, g = 1, D = 5.703e-08 cm^2/s
Table at 600 K, fixed mu; states ordered +1, 0, -1
mu 0.15 eV: p = 9.010e-01 9.904e-02 2.483e-08; w = 1.0000 0.0000 0.0000
   D_mean 3.554e-07 cm^2/s; E_app 0.4851 eV; cold limit 0.50 eV; dE_app/dmu -0.160
mu 0.30 eV: p = 3.333e-01 6.667e-01 3.042e-06; w = 0.9999 0.0001 0.0000
   D_mean 1.315e-07 cm^2/s; E_app 0.5001 eV; cold limit 0.50 eV; dE_app/dmu 0.668
mu 0.45 eV: p = 2.674e-02 9.732e-01 8.078e-05; w = 0.9973 0.0023 0.0004
   D_mean 1.058e-08 cm^2/s; E_app 0.6469 eV; cold limit 0.65 eV; dE_app/dmu 1.067
mu 0.60 eV: p = 1.506e-03 9.970e-01 1.506e-03; w = 0.8429 0.0352 0.1218
   D_mean 7.048e-10 cm^2/s; E_app 0.8183 eV; cold limit 0.80 eV; dE_app/dmu 1.225
mu 0.65 eV: p = 5.716e-04 9.955e-01 3.955e-03; w = 0.4740 0.0521 0.4740
   D_mean 4.758e-10 cm^2/s; E_app 0.8566 eV; cold limit 0.85 eV; dE_app/dmu -0.012
mu 0.80 eV: p = 2.943e-05 9.326e-01 6.740e-02; w = 0.0030 0.0060 0.9910
   D_mean 3.879e-09 cm^2/s; E_app 0.6959 eV; cold limit 0.70 eV; dE_app/dmu -1.111
mu 0.90 eV: p = 3.042e-06 6.667e-01 3.333e-01; w = 0.0001 0.0009 0.9991
   D_mean 1.903e-08 cm^2/s; E_app 0.6004 eV; cold limit 0.60 eV; dE_app/dmu -0.674
mu 1.05 eV: p = 2.483e-08 9.904e-02 9.010e-01; w = 0.0000 0.0000 1.0000
   D_mean 5.138e-08 cm^2/s; E_app 0.5852 eV; cold limit 0.60 eV; dE_app/dmu 0.159
Heating paths through mu = 0.45 eV at 600 K:
hole density 1.178e+16 cm^-3
E_app at fixed mu 0.6469 eV; 570-630 K slope 0.6469 eV
E_app at fixed hole density 0.1351 eV; 570-630 K slope 0.1359 eV
mu_star at fixed hole density -0.0776 eV
mu at fixed hole density: 570 K 0.4237 eV, 630 K 0.4765 eV
mediated transport, fixed mu: activation 2.6510 eV
electron path, mu = 0.80 eV: fixed mu 0.6959 eV, fixed density 0.2563 eV
Exchange at mu = 0.45 eV: capture coefficient 1.0e-10 cm^3/s
rate 0 to +1: 1.178e+06 1/s; rate +1 to 0: 4.288e+07 1/s
hop rate of +1 to one neighbour: 6.312e+08 1/s
exchange length 0.9329 nm
kappa*length = 0.1: decay rate/(D_mean kappa^2) = 0.9901
kappa*length = 1.0: decay rate/(D_mean kappa^2) = 0.4973
kappa*length = 3.0: decay rate/(D_mean kappa^2) = 0.0998
amplitude at D_mean kappa^2 t = 1, kappa*length = 0.1: rapid 0.3715, frozen 0.9709
early time 7.921e-09 s: MSD/(2 D_mean t) = 1.000000, excess kurtosis 100.71
late time 8.227e-05 s: MSD/(2 D_mean t) = 1.000000, excess kurtosis 0.0603
late-time kurtosis formula 0.0604
separate stable sites, no ordinary hops: D = 1.792e-10 cm^2/s
```
